**Real d-orbital matrix elements and the g tensor of a $d_{z^2}$ electron or hole**

To first order in $\lambda/\Delta$, a $d_{z^2}$ ground state has $g_\parallel=g_e$ and $g_\perp=g_e-6\lambda/\Delta$. Here $\lambda$ is the spin–orbit energy in $\lambda\,\mathbf l\cdot\mathbf s$, positive for an electron and negative for a hole, and $\Delta$ is the excitation energy to $d_{xz}$ and $d_{yz}$. The program asserts that a hand-derived table of $\mathbf l$ agrees with integrals over the sphere and with ladder-operator matrices, and that the nonzero factors $2|\langle n|l_i|0\rangle|^2$ are 2, 6 and 8. It compares the first-order formula with the slope of $g$ from diagonalization for each of the five ground orbitals. It also tests the closed two-state formulas, their second-order expansion, and the sign reversal for a hole using explicit nine-electron determinants. The output shows a perpendicular shift of −0.0606 for the electron example, against −0.0600 at first order. For the hole in $d_{z^2}$ the shift is +0.284, against +0.300, and $g_\parallel$ falls slightly below $g_e$.

## Program and output

```python
"""g tensor of one unpaired electron (or hole) in a real d orbital.

Result under test:
  g_ii = g_e - 2*lam*sum_n |<n|l_i|0>|^2 / Delta_n   (first order in lam/Delta)
with numerators 2|<n|l_i|0>|^2 equal to 2, 6 or 8; for a d_z2 ground state
  g_par = g_e,  g_perp = g_e - 6*lam/Delta.
l, s   : orbital and spin angular momentum in units of hbar
lam    : spin-orbit energy in lam*l.s (+zeta for an electron, -zeta for a hole)
Delta_n: excitation energy from the ground orbital 0 to orbital n
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy import constants as const

g_e = abs(const.physical_constants["electron g factor"][0])
mu_B = const.physical_constants["Bohr magneton"][0]
names = ["z2", "x2-y2", "xy", "xz", "yz"]
Z2, X2Y2, XY, XZ, YZ = range(5)
r3 = np.sqrt(3.0)

# Table derived by hand: (axis, bra, ket) -> matrix element
hand = {(0, YZ, Z2): -1j*r3, (0, YZ, X2Y2): -1j, (0, XZ, XY): 1j,
        (1, XZ, Z2): 1j*r3, (1, XZ, X2Y2): -1j, (1, YZ, XY): -1j,
        (2, XY, X2Y2): 2j, (2, YZ, XZ): 1j}
table = np.zeros((3, 5, 5), complex)
for (axis, bra, ket), value in hand.items():
    table[axis, bra, ket] = value
    table[axis, ket, bra] = np.conj(value)

# Definition: l = -i r x grad, integrated over the unit sphere
x, y, z = sp.symbols("x y z", real=True)


def odd_product(n):
    return int(np.prod(np.arange(n, 0, -2))) if n > 0 else 1


def sphere_average(expr):
    total = 0
    for powers, coef in sp.Poly(sp.expand(expr), x, y, z).terms():
        if all(p % 2 == 0 for p in powers):
            top = 1
            for p in powers:
                top *= odd_product(p - 1)
            total += coef*sp.Rational(top, odd_product(sum(powers) + 1))
    return complex(total)


norm = sp.sqrt(15)
orbitals = [norm*(2*z**2 - x**2 - y**2)/(2*sp.sqrt(3)),
            norm*(x**2 - y**2)/2, norm*x*y, norm*x*z, norm*y*z]
l_action = [lambda f: -sp.I*(y*sp.diff(f, z) - z*sp.diff(f, y)),
            lambda f: -sp.I*(z*sp.diff(f, x) - x*sp.diff(f, z)),
            lambda f: -sp.I*(x*sp.diff(f, y) - y*sp.diff(f, x))]
overlap = np.array([[sphere_average(a*b) for b in orbitals] for a in orbitals])
assert np.allclose(overlap, np.eye(5), atol=1e-12)
l_def = np.array([[[sphere_average(a*act(b)) for b in orbitals]
                   for a in orbitals] for act in l_action])
assert np.allclose(l_def, table, atol=1e-12)

# Second road: ladder operators and spherical harmonics, m = 2,1,0,-1,-2
m = np.arange(2, -3, -1)
l_plus = np.diag(np.sqrt(6.0 - m[1:]*(m[1:] + 1)), 1)
l_m = np.array([(l_plus + l_plus.T)/2, (l_plus - l_plus.T)/2j, np.diag(m)])
h = 1/np.sqrt(2)
to_real = np.array([[0, 0, 1, 0, 0], [h, 0, 0, 0, h],
                    [-1j*h, 0, 0, 0, 1j*h], [0, -h, 0, h, 0],
                    [0, 1j*h, 0, 1j*h, 0]]).T
l_ladder = np.array([to_real.conj().T @ a @ to_real for a in l_m])
assert np.allclose(l_ladder, table, atol=1e-12)

factors = 2*np.abs(l_def)**2
distinct = sorted(set(np.round(factors[factors > 1e-9], 9)))
assert np.allclose(distinct, [2, 6, 8])
square_sums = np.sum(np.abs(l_def)**2, axis=(0, 1))
assert np.allclose(square_sums, 6)

# Full d-shell diagonalization with spin
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])/2
spin_orbit = sum(np.kron(l_ladder[i], spin[i]) for i in range(3))
moment = [np.kron(l_ladder[i], np.eye(2)) + g_e*np.kron(np.eye(5), spin[i])
          for i in range(3)]


def doublet_g(hamiltonian, moments):
    """g along x, y, z from the Zeeman splitting of the lowest doublet."""
    pair = np.linalg.eigh(hamiltonian)[1][:, :2]
    return np.array([np.ptp(np.linalg.eigvalsh(pair.conj().T @ a @ pair))
                     for a in moments])


def electron_g(energies, lam):
    h_orb = np.kron(np.diag(energies), np.eye(2))
    return doublet_g(h_orb + lam*spin_orbit, moment)


def first_order_g(ground, energies, lam):
    gaps = np.array(energies, float) - energies[ground]
    return np.array([g_e - 2*lam*sum(abs(table[i, n, ground])**2/gaps[n]
                                     for n in range(5) if n != ground)
                     for i in range(3)])


# Slope of g at lam = 0 for every ground orbital, all gaps different
step = 1e-4
for ground in range(5):
    levels = np.array([1.0, 1.3, 1.7, 2.2, 2.9])
    levels[ground] = 0.0
    slope = (electron_g(levels, step) - electron_g(levels, -step))/(2*step)
    formula = first_order_g(ground, levels, 1.0) - g_e
    # central difference leaves an error of order step**2
    assert np.allclose(slope, formula, atol=1e-5)


def closed_z2(lam, delta):
    """Axial z2 doublet from the two-state mixing angle."""
    angle = 0.5*np.arctan2(np.sqrt(6)*lam, delta - lam/2)
    c, s = np.cos(angle), np.sin(angle)
    return g_e - 2*(g_e - 1)*s**2, g_e*c**2 - 2*np.sqrt(6)*c*s


# Closed form, including independence of the xy and x2-y2 energies
for lam in (0.15, -0.15):
    for outer in (0.8, 1.0, 3.0):
        g = electron_g([0, outer, outer, 1, 1], lam)
        par, perp = closed_z2(lam, 1.0)
        assert np.allclose(g, [perp, perp, par], atol=1e-10)

# Second-order expansion; the remainder is of third order in the ratio
for ratio in (1e-3, -1e-3):
    g = electron_g([0, 2, 2, 1, 1], ratio)
    assert abs(g[2] - (g_e - 3*(g_e - 1)*ratio**2)) < 50*abs(ratio)**3
    second = g_e - 6*ratio - (3 + 1.5*g_e)*ratio**2
    assert abs(g[0] - second) < 50*abs(ratio)**3

# Nine electrons: explicit determinants with fermion signs
dets = list(combinations(range(10), 9))
position = {d: k for k, d in enumerate(dets)}


def nine_electron(one_body):
    out = np.zeros((len(dets), len(dets)), complex)
    for col, det in enumerate(dets):
        for place, j in enumerate(det):
            rest = det[:place] + det[place + 1:]
            for i in range(10):
                if i not in rest:
                    before = sum(k < i for k in rest)
                    row = position[tuple(sorted(rest + (i,)))]
                    out[row, col] += (-1)**(place + before)*one_body[i, j]
    return out


moment9 = [nine_electron(a) for a in moment]


def hole_g(gaps, zeta):
    """gaps: excitation energies of the hole; electron energies are -gaps."""
    one = -np.kron(np.diag(gaps), np.eye(2)) + zeta*spin_orbit
    return doublet_g(nine_electron(one), moment9)


# Worked example, energies in cm^-1
lam_el, gap_el, outer_el = 150.0, 15000.0, 25000.0
zeta, gap_h = 800.0, 16000.0
el_levels = [0, outer_el, outer_el, gap_el, gap_el]
z2_levels = [0, gap_h, gap_h, gap_h, gap_h]
x2_levels = [gap_h, 0, gap_h, gap_h, gap_h]
el_first, el_full = first_order_g(Z2, el_levels, lam_el), electron_g(el_levels, lam_el)
z2_first, z2_full = first_order_g(Z2, z2_levels, -zeta), hole_g(z2_levels, zeta)
x2_first, x2_full = first_order_g(X2Y2, x2_levels, -zeta), hole_g(x2_levels, zeta)
par, perp = closed_z2(-zeta, gap_h)
assert np.allclose(z2_full, [perp, perp, par], atol=1e-9)
assert np.allclose(x2_full, electron_g(x2_levels, -zeta), atol=1e-9)
hole_slope = (hole_g([0, 1, 1, 1, 1], step)
              - hole_g([0, 1, 1, 1, 1], -step))/(2*step)
assert np.allclose(hole_slope, [6, 6, 0], atol=1e-5)
assert z2_full[0] > z2_full[2] and x2_full[2] > x2_full[0] > g_e

print("Nonzero elements <bra|l_i|ket> (units of hbar removed):")
for axis in range(3):
    for ket in range(5):
        for bra in range(ket + 1, 5):
            v = l_def[axis, bra, ket]
            if abs(v) > 1e-9:
                print(f" <{names[bra]}|l_{'xyz'[axis]}|{names[ket]}> = "
                      f"{v.imag:+.4f} i, square {abs(v)**2:.0f}, "
                      f"factor {2*abs(v)**2:.0f}")
print("Distinct factors:", ", ".join(f"{f:.0f}" for f in distinct))
print("Sum of squares for each orbital:",
      ", ".join(f"{q:.0f}" for q in square_sums))
print(f"Free-electron g_e = {g_e:.6f}")

frequency = 9.5e9
print(f"Microwave frequency = {frequency/1e9:.1f} GHz")


def report(title, coupling, gap, first, full):
    print(title)
    print(f" lambda = {coupling:.0f} cm^-1, Delta = {gap:.0f} cm^-1, "
          f"lambda/Delta = {coupling/gap:.4f}")
    print(f" first order: g_par = {first[2]:.5f}, g_perp = {first[0]:.5f}")
    print(f" full d shell: g_par = {full[2]:.5f}, g_perp = {full[0]:.5f}")
    print(f" first-order shifts: par {first[2]-g_e:+.5f}, "
          f"perp {first[0]-g_e:+.5f}")
    print(f" full shifts: par {full[2]-g_e:+.5f}, perp {full[0]-g_e:+.5f}")


def report_fields(full):
    fields = const.h*frequency/(full*mu_B)*1e4
    print(f" resonance fields (full g): B_par = {fields[2]:.1f} G, "
          f"B_perp = {fields[0]:.1f} G")


report("One electron in z2:", lam_el, gap_el, el_first, el_full)
print(f" energy of xy and x2-y2 = {outer_el:.0f} cm^-1")
report_fields(el_full)
report("One hole in z2 (lambda = -zeta):", -zeta, gap_h, z2_first, z2_full)
report_fields(z2_full)
report("One hole in x2-y2 (lambda = -zeta):", -zeta, gap_h, x2_first, x2_full)
print("OK")
```

Printed output:

```
Nonzero elements <bra|l_i|ket> (units of hbar removed):
 <yz|l_x|z2> = -1.7321 i, square 3, factor 6
 <yz|l_x|x2-y2> = -1.0000 i, square 1, factor 2
 <xz|l_x|xy> = +1.0000 i, square 1, factor 2
 <xz|l_y|z2> = +1.7321 i, square 3, factor 6
 <xz|l_y|x2-y2> = -1.0000 i, square 1, factor 2
 <yz|l_y|xy> = -1.0000 i, square 1, factor 2
 <xy|l_z|x2-y2> = +2.0000 i, square 4, factor 8
 <yz|l_z|xz> = +1.0000 i, square 1, factor 2
Distinct factors: 2, 6, 8
Sum of squares for each orbital: 6, 6, 6, 6, 6
Free-electron g_e = 2.002319
Microwave frequency = 9.5 GHz
One electron in z2:
 lambda = 150 cm^-1, Delta = 15000 cm^-1, lambda/Delta = 0.0100
 first order: g_par = 2.00232, g_perp = 1.94232
 full d shell: g_par = 2.00202, g_perp = 1.94173
 first-order shifts: par +0.00000, perp -0.06000
 full shifts: par -0.00030, perp -0.06059
 energy of xy and x2-y2 = 25000 cm^-1
 resonance fields (full g): B_par = 3390.4 G, B_perp = 3495.6 G
One hole in z2 (lambda = -zeta):
 lambda = -800 cm^-1, Delta = 16000 cm^-1, lambda/Delta = -0.0500
 first order: g_par = 2.00232, g_perp = 2.30232
 full d shell: g_par = 1.99524, g_perp = 2.28586
 first-order shifts: par +0.00000, perp +0.30000
 full shifts: par -0.00708, perp +0.28354
 resonance fields (full g): B_par = 3401.9 G, B_perp = 2969.4 G
One hole in x2-y2 (lambda = -zeta):
 lambda = -800 cm^-1, Delta = 16000 cm^-1, lambda/Delta = -0.0500
 first order: g_par = 2.40232, g_perp = 2.10232
 full d shell: g_par = 2.38274, g_perp = 2.09211
 first-order shifts: par +0.40000, perp +0.10000
 full shifts: par +0.38042, perp +0.08980
OK
```
